The Smooth Massless Limit of a Vector Coupled to a Conserved Current

**1. What symmetry fixes**

Consider the emission of a vector quantum of mass m with momentum k^μ = (ω, κn), where n is a unit vector and ω² = κ² + m². We use ħ = c = 1 and the metric (+,−,−,−). Besides two transverse polarizations the quantum has a longitudinal one, which lies in the plane of the time direction and n, is orthogonal to k and has square −1:

ε_L = (κ, ωn)/m. (1)

Its components grow like ω/m, which seems to forbid a massless limit. The growth, however, lies along k. Write

ε_L = k/m + r. (2)

Since k·ε_L = 0, ε_L² = −1 and k² = m², the remainder obeys

k·r = −m,
r² = −1 − 0 + 1 = 0. (3)

A null vector in this plane is proportional to (1, n) or (1, −n). Subtracting k/m from (1) gives r = (κ−ω)(1, −n)/m, so the second case holds. With (ω−κ)(ω+κ) = m²,

r = −m(1, −n)/(ω+κ). (4)

Let M^μ be the emission amplitude with the polarization vector removed. If the source is a conserved current, a shift of the polarization along k has no effect:

k_μM^μ = 0. (5)

Only r then contributes, and r is of order m/ω at high energy. To find the coefficient, let M_n be the component of the spatial part of M^μ along n. Equations (2), (4) and (5) give

M_L = ε_L·M = r·M = −m(M⁰ + M_n)/(ω+κ). (6)

Equation (5) reads ωM⁰ = κM_n, so M⁰ + M_n = (κ+ω)M_n/ω. Therefore

M_L = −(m/ω)M_n. (7)

No expansion in m has been made. If M^μ stays finite as m → 0 at fixed ω > 0, the longitudinal amplitude vanishes at least as fast as m/ω and the rate at least as fast as m²/ω²; the fall is faster in directions where M_n itself tends to zero. The suppression refers to a frame: for a slow quantum ω ≈ m, and (7) gives M_L ≈ −M_n, with no suppression.

It remains to show where the third polarization goes in the limit, and that (5) holds in a definite process.

**2. The Stueckelberg form**

Let a fermion ψ of mass m_e and charge q carry the current J^μ = qψ̄γ^μψ. Introduce a real scalar φ and take

L = −¼F_μνF^μν + ½(mA−∂φ)² − A·J + ψ̄(i∂̸−m_e)ψ. (8)

This is invariant under

A_μ → A_μ + ∂_μλ, φ → φ + mλ, ψ → e^(−iqλ)ψ. (9)

F_μν is unchanged, and in mA − ∂φ the two shifts m∂λ cancel. The fermion kinetic term gains +J·∂λ, which cancels the −J·∂λ from the coupling. Choosing λ = −φ/m sets φ = 0 and returns the usual massive vector (Proca) Lagrangian, so (8) describes the same physics.

The current is conserved by the matter equations. From γ^μ∂_μψ = −i(m_e+qA̸)ψ and (∂_μψ̄)γ^μ = iψ̄(m_e+qA̸), the two terms of ∂_μ(ψ̄γ^μψ) cancel.

Now impose the gauge condition f = ∂·A + mφ = 0 by adding −½f² to L. Up to total derivatives the pieces are

−¼F² = ½A_μ□A^μ + ½(∂·A)²,
½(mA−∂φ)² = ½m²A² − mA·∂φ − ½φ□φ,
−½f² = −½(∂·A)² − mφ∂·A − ½m²φ². (10)

The terms in (∂·A)² cancel. The two mixed terms add up to −m∂_μ(A^μφ), a total derivative. What is left is

L = ½A_μ(□+m²)A^μ − ½φ(□+m²)φ − A·J + ψ̄(i∂̸−m_e)ψ. (11)

The field equations are (□+m²)A^μ = J^μ and (□+m²)φ = 0. Taking the divergence of the first and using ∂·J = 0 gives (□+m²)f = 0. This equation is of second order in time, so if f and ∂f/∂t both vanish at one time, f = 0 holds at all times, and since the added term is quadratic in f it does not alter the equations for fields that satisfy it. In the quantum theory, physical states are those annihilated by the positive-frequency part of f.

No inverse power of m appears in (11), and φ is free for every m. At m = 0 the Lagrangian is that of electrodynamics in Feynman gauge, with the usual condition ∂·A = 0, plus a massless scalar that does not couple to matter. The three polarizations become two photon polarizations and one scalar.

**3. The longitudinal quantum becomes the scalar**

An emitted longitudinal quantum has the wave function (A, φ) = (ε_L, 0)e^(ik·x). Apply (9) with λ = (i/m)e^(ik·x), which obeys (□+m²)λ = 0 because k² = m². Then ∂^μλ = −(k^μ/m)e^(ik·x) and mλ = i e^(ik·x), so that

(ε_L, 0) → (ε_L − k/m, i) = (r, i). (12)

The new mode satisfies the gauge condition, since i k·r + im = −im + im = 0 by (3).

The kinetic terms in (11) give φ and the spatial components of A the ordinary sign and A⁰ the opposite one. The norm of a mode is therefore −A*·A + |φ|². Before the transformation it is −ε_L² = 1. Afterwards it is −r² + 1 = 1, and since r² = 0 the whole norm comes from φ. The coupling to matter comes wholly from r, because φ is free. As m → 0 at fixed ω, r vanishes and a normalized, decoupled scalar quantum remains. The state does not disappear; it ceases to be produced.

**4. The Ward identity in Compton scattering**

Let an electron of momentum p absorb a vector q and emit a vector k, leaving with p′, so that p + q = p′ + k. From here q denotes this momentum, and charge factors and an overall sign are dropped. Both vectors have mass m. With P = p + q and Q = p − k, the two tree diagrams give

T^μν = ū′[γ^μ(P̸+m_e)γ^ν/(P²−m_e²) + γ^ν(Q̸+m_e)γ^μ/(Q²−m_e²)]u, (13)

where μ belongs to the emitted vector and ν to the absorbed one. Contract with k_μ. In the first term k = P − p′ and ū′p̸′ = m_eū′, so

ū′k̸(P̸+m_e) = ū′(P̸−m_e)(P̸+m_e) = (P²−m_e²)ū′. (14)

In the second term k = p − Q and p̸u = m_eu, so

(Q̸+m_e)k̸u = (Q̸+m_e)(m_e−Q̸)u = −(Q²−m_e²)u. (15)

Each numerator cancels its denominator:

k_μT^μν = ū′γ^νu − ū′γ^νu = 0. (16)

Neither diagram satisfies the identity alone. The same steps with q = P − p in the first term and q = p′ − Q in the second give q_νT^μν = 0. The polarization of the other vector was not used, so (7) may be applied to each leg in turn. If both vectors are longitudinal, with energies ω and ω′, the amplitude carries the factor (m/ω)(m/ω′) = m²/(ωω′).

For other processes (5) is the hypothesis, and (7) follows from it.

**5. Transverse emission and exchange**

The denominators in (13) are P² − m_e² = m² + 2p·q and Q² − m_e² = m² − 2p·k. In the centre-of-mass frame both vectors have energy ω. At m = 0, with electron energy E and scattering angle θ, p·q = ω(E+ω) and p·k = ω(E+ω cos θ), both positive. At fixed ω and θ the mass enters through m² and κ = √(ω²−m²), which is a smooth function of m² near zero. Transverse rates therefore differ from their massless values by terms of order m² or smaller. If the charged particle were itself massless, p·k would vanish at θ = 180°, where the vector is emitted along the incoming electron, and this argument would fail there.

The sum over the three polarizations is −g^μν + k^μk^ν/m². By (5) its second term drops out, and the total squared amplitude is −M*·M, with no inverse power of m.

The exchange of a virtual vector behaves in the same way. For momentum k, the Proca Lagrangian is ½A_μK^μνA_ν − A·J with

K^μν = (m²−k²)g^μν + k^μk^ν. (17)

Its inverse is

(K⁻¹)_μν = (g_μν − k_μk_ν/m²)/(m²−k²). (18)

To check this, multiply the two. The first term of K gives g − kk/m², and the second gives kk(1−k²/m²)/(m²−k²) = kk/m²; the sum is g. Between conserved currents the singular term vanishes:

J₁·K⁻¹·J₂ = J₁·J₂/(m²−k²). (19)

At fixed k² ≠ 0 this tends smoothly to the massless result as m → 0; its only pole in m² lies at m² = k². For k² = −2.25 m_e² and m = 0.5 m_e, the ratio to massless exchange is 2.25/2.50 = 0.90. At m = 0.01 m_e it is 0.99996.

**6. What happens without conservation**

If ∂·J ≠ 0, the coupling −A·J is not gauge invariant. The invariant version of the Proca coupling is

−(A−∂φ/m)·J = −A·J − φ∂·J/m, (20)

up to a total derivative. The scalar now couples with strength 1/m.

Take a current j^μ = ū₂γ^μu₁ between fermions of different masses M₁ and M₂, with k = p₁ − p₂. The Dirac equation gives

k·j = ū₂(p̸₁−p̸₂)u₁ = (M₁−M₂)ū₂u₁. (21)

By (2), M_L = k·j/m + r·j, and the first term dominates at small m. The spin sum follows from a trace and 2p₁·p₂ = M₁² + M₂² − m²:

Σ|ū₂u₁|² = 4(p₁·p₂ + M₁M₂) = 2[(M₁+M₂)² − m²]. (22)

Hence m²Σ|M_L|² → 2(M₁²−M₂²)². For M₁ = 2 m_e and M₂ = m_e the limit is 2·3² = 18 m_e⁴. In the rest frame of the heavier fermion, the computed Σ|M_L|² rises from 1782 to 179982 m_e² as m falls from 0.1 to 0.01 m_e, and the latter value gives m²Σ|M_L|² = 17.998 m_e⁴. Here the massless limit does not exist.

**7. Worked example: Compton scattering**

Take ω = 2 m_e = 1.022 MeV in the centre-of-mass frame and θ = 60°. Let F_T and F_L be the squared amplitudes for transverse and longitudinal emission, averaged over the initial electron spin and the two initial transverse polarizations and summed over final spin, and for F_T over the two final transverse polarizations. By (7), F_L = (m²/ω²)⟨M_n²⟩, where ⟨M_n²⟩ is |M_n|² averaged and summed in this way. The massless amplitude gives ⟨M_n²⟩/ω² = 0.07361 m_e⁻² and F_T = 4.0027.

For m = 0.1 m_e = 51.1 keV the predicted longitudinal rate is

F_L ≈ 0.07361 × 0.1² = 7.36 × 10⁻⁴. (23)

Direct use of ε_L in the massive theory gives 7.38 × 10⁻⁴. The three masses computed are:

m = 0.5 m_e: F_T = 3.9595, F_L = 1.97 × 10⁻²
m = 0.1 m_e: F_T = 4.0009, F_L = 7.38 × 10⁻⁴
m = 0.01 m_e: F_T = 4.0026, F_L = 7.36 × 10⁻⁶

Even at m = 0.5 m_e, F_T is 1.1% below its massless value, and F_L/m² is 6.8% above its limit. Halving m from 0.04 to 0.02 m_e reduces the departure of F_T from its massless value by a factor 4.00, as expected for a correction of order m².

At m = 0.1 m_e the ratio F_L/F_T is 1.84 × 10⁻⁴, well below (m/ω)² = 2.5 × 10⁻³. The remaining factor, 0.074, is ⟨M_n²⟩/F_T. It depends on energy and angle, so (m/ω)² gives the scaling and not the value of the ratio. At m = 0.01 m_e this factor is 0.0736, 0.0609, 0.0601 and 0.0600 for ω = 2, 8, 32 and 64 m_e. It levels off because T^μν is dimensionless: at a fixed angle below 180°, once m² and m_e² are negligible beside ω²(1+cos θ), the masses drop out of the denominators and it can depend on the angle alone. Near the backward direction this sets in only at higher ω, and at θ = 180° not at all: there p·k = ω(E−ω) tends to m_e²/2 and F_T grows like 8ω²/m_e².

**8. Soft quanta: where the limit is not uniform**

Equation (7) promises suppression at fixed ω. A total count of quanta reaches down to ω = m, where there is none. To see the consequence, let a charge at rest be kicked suddenly to a small velocity v, and consider emission with momentum below a limit Λ, small enough for the recoil to be negligible, Λ ≪ m_e v.

Emission from the outgoing line adds the factor ū′γ^μ(p̸′+k̸+m_e)/(2p′·k+m²). For ω ≪ m_e v, which requires m ≪ m_e v and not merely m ≪ m_e, we drop k̸ in the numerator and m² in the denominator. Since ū′γ^μ(p̸′+m_e) = 2p′^μū′, the factor becomes p′^μ/(p′·k). The incoming line gives −p^μ/(p·k) in the same way. The amplitude is thus the charge times the amplitude of the kick times

j^μ = p′^μ/(p′·k) − p^μ/(p·k), k·j = 1 − 1 = 0. (24)

The two terms nearly cancel and leave j of order v/ω, while the dropped pieces are of order 1/m_e, so the relative error is of order ω/(m_e v), and larger if the amplitude of the kick is itself small at small v. To leading order in v the spatial part of j is the velocity divided by ω. Let c be the cosine of the angle between the velocity and n. By (7) the longitudinal factor is |ε_L·j|² = m²v²c²/ω⁴, and the two transverse polarizations together give v²(1−c²)/ω². The number of quanta is the squared charge 4πα times the integral of these over d³k/[(2π)³2ω]. With d³k = 2πκ²dκdc the prefactor is 4πα·2π/(16π³) = α/(2π). The integral of c² from −1 to 1 is 2/3, so

N_L = (αv²/3π)∫κ²m²dκ/ω⁵. (25)

Put κ = m tan t. For m ≪ Λ the integral becomes ∫sin²t cos t dt from 0 to π/2, which is 1/3, and

N_L = αv²/(9π). (26)

The mass has dropped out: the number of longitudinal quanta does not vanish as m → 0. They have energies of order m, and the energy they carry does vanish. An extra factor ω in (25) turns the integral into m∫sin²t dt = πm/4, so this energy is αv²m/12. With a threshold ω₀, where m ≪ ω₀ ≪ Λ, we may set κ ≈ ω in (25), and ∫m²dω/ω³ = m²/(2ω₀²) gives

N_L(ω>ω₀) = αv²m²/(6πω₀²). (27)

The suppression of (7) is restored.

The transverse count involves ∫(1−c²)dc = 4/3 and ∫κ²dκ/ω³, which for Λ ≫ m equals ln(2Λ/m) − 1. Hence

N_T = (2αv²/3π)[ln(2Λ/m) − 1]. (28)

This grows without limit as m → 0, the familiar infrared divergence. A smooth limit for the number of emitted quanta therefore needs a fixed energy threshold.

For v = 0.05 the full current (24) gives N_L = 6.470 × 10⁻⁷ at both m = 10⁻⁷ and 10⁻⁸ m_e, while (26) gives 6.452 × 10⁻⁷. The excess of 0.27%, relative to (26), is the next order in v. The spatial current contains 1/(ω−vκc), whose square adds the relative correction 3v²c²κ²/ω² after the odd term integrates to zero. The weighted means of c² and κ²/ω² are each 3/5, so the correction is 27v²/25 = 0.0027. With a threshold of 10⁻⁶ m_e, the count falls from 9.70 × 10⁻⁹ to 9.72 × 10⁻¹¹ between the two masses, a factor of about 100, as (27) requires.

These results hold at tree level; loop corrections are not included. The numerical check evaluates the Compton, exchange and transition amplitudes from explicit spinors and polarization vectors. The soft-emission numbers are obtained by integrating the current (24), which is taken as given.

Values computed for the example and the checks

```
electron mass = 0.510999 MeV
vector energy omega = 2.00 m_e = 1.0220 MeV
scattering angle = 60.0 degrees
massless F_T = 4.00266078 (dimensionless)
massless prediction for F_L/m^2 = 0.07361421 m_e^-2
m = 0.50 m_e = 255.499 keV, m/omega = 0.2500
  F_T = 3.95945342, F_L = 1.965178e-02 (dimensionless)
  F_L/F_T = 4.963255e-03, F_L/m^2 = 0.07860711 m_e^-2
m = 0.10 m_e = 51.100 keV, m/omega = 0.0500
  F_T = 4.00088329, F_L = 7.380047e-04 (dimensionless)
  F_L/F_T = 1.844604e-04, F_L/m^2 = 0.07380047 m_e^-2
m = 0.01 m_e = 5.110 keV, m/omega = 0.0050
  F_T = 4.00264299, F_L = 7.361607e-06 (dimensionless)
  F_L/F_T = 1.839186e-06, F_L/m^2 = 0.07361607 m_e^-2
change of F_T, m=0.04 over m=0.02: 3.9995
change of F_T+F_L, same masses: 3.9983
omega = 2 m_e, m = 0.01 m_e: (omega/m)^2 F_L/F_T = 0.073567
omega = 8 m_e, m = 0.01 m_e: (omega/m)^2 F_L/F_T = 0.060874
omega = 32 m_e, m = 0.01 m_e: (omega/m)^2 F_L/F_T = 0.060055
omega = 64 m_e, m = 0.01 m_e: (omega/m)^2 F_L/F_T = 0.060014
exchange: k^2 = -2.2500 m_e^2
  m = 0.50 m_e: exchange / massless = 0.90000000
  m = 0.01 m_e: exchange / massless = 0.99995556
transition current: M1 = 2.0 m_e, M2 = 1.0 m_e
  m = 0.10 m_e: spin-summed |M_L|^2 = 1782.0000 m_e^2
  m = 0.01 m_e: spin-summed |M_L|^2 = 179982.0000 m_e^2
  m^2 |M_L|^2 = 17.998200, limit = 18.000000 m_e^4
soft emission: v = 0.05 c, upper limit = 1e-04 m_e
  alpha = 0.007297353, threshold = 1e-06 m_e
  m = 1e-07 m_e: N_L = 6.46972e-07, N_T = 2.55910e-05
    energy in L = 1.52348e-13 m_e, N_L above threshold = 9.69656e-09
  m = 1e-08 m_e: N_L = 6.46973e-07, N_T = 3.45185e-05
    energy in L = 1.52523e-14 m_e, N_L above threshold = 9.72088e-11
  small-v formula for N_L = 6.45228e-07
```
